McWhorter 1/f gate noise from tunnelling to oxide traps

**Scaling argument**

An electron caught in the gate oxide of a MOS transistor shifts the gate voltage needed for a given drain current. If the trap lies close to the channel, electrostatics allows one voltage for this shift, q/(A Cox), where q is the elementary charge, A = WL the gate area and Cox the oxide capacitance per area. Independent traps add in mean square. Let Nt be their density per volume and energy. The traps that matter occupy an energy width of order kT and, for each factor e in relaxation time, a depth λ, the tunnelling length. Their number is of order Nt A kT λ.

The frequency dependence follows from a symmetry. A trap with relaxation time τ has a spectrum of the form τ g(fτ), and tunnelling gives τ = τ0 exp(x/λ) at depth x. Moving every trap deeper by λ ln r multiplies every τ by r, but leaves a uniform distribution unchanged, apart from its ends. The summed spectrum G therefore obeys

G(f) = ∫ τ g(fτ) dx = ∫ rτ g(rfτ) dx = r G(rf).

Setting r = 1/f, with f in a fixed unit, gives G(f) = G(1)/f. Hence

S_Vg = C [q/(A Cox)]² Nt A kT λ / f = C q² kT λ Nt / (A Cox² f),

with C a pure number. The theorem shows that C = 1 and finds the correction due to the depth of the traps.

**Assumptions and theorem**

Spectral densities are one-sided: their integral over positive f is the variance. The angular frequency is ω = 2πf. When Nt is per eV, kT is in eV. The depth x runs from the channel interface, x = 0, to the gate, x = t, and Cox = ε/t.

(a) The channel is uniform and the drain bias small. Each trapped electron perturbs it to first order.

(b) Traps are independent, and exchange electrons with the channel but not with the gate. Nt is uniform in energy over several kT about the Fermi level, and in depth from 0 to d < t.

(c) The relaxation time is τ = τ0 exp(x/λ), with one τ0 for all traps. This last restriction is relaxed below.

(d) Trapped charge changes the carrier density. Its separate effect on mobility, through scattering, is left out.

Theorem. Let τ_max = τ0 exp(d/λ). For 1/τ_max ≪ ω ≪ 1/τ0, the gate-referred noise averaged over devices is

S_Vg(f) = [q² kT λ Nt / (A Cox² f)] B,

B = (1 − x_f/t)² + (π²/4)(λ/t)²,  x_f = λ ln[1/(ωτ0)].

If also x_f ≪ t and λ ≪ t, then B → 1, which is the McWhorter law.

**Lemma 1: the tunnelling length**

For a constant barrier Φ above the electron energy and effective mass m, λ = 1/(2κ), with κ = √(2mΦ)/ħ.

Proof. Inside the barrier the Schrödinger equation reads ψ″ = (2mΦ/ħ²)ψ = κ²ψ. The channel state therefore decays as exp(−κx). The matrix element to a short-range trap at depth x is proportional to ψ(x), and the golden-rule rate to its square, exp(−2κx). A relaxation time is an inverse rate, so τ grows as exp(2κx). ∎

Capture at a real trap may also involve lattice relaxation. Assumption (c) takes that factor to be independent of depth and places it in τ0. Emission carries the same tunnelling factor, because detailed balance fixes the ratio of emission to capture by the trap energy relative to the Fermi level.

**Lemma 2: one trap**

A trap with mean occupation F and relaxation time τ has the occupation spectrum

S_n = 4F(1 − F) τ/(1 + ω²τ²).

Proof. Let a be the capture rate when the trap is empty and b the emission rate when it is full. The probability p of being full obeys

dp/dt = a(1 − p) − bp = a − (a + b)p.

The stationary value is F = a/(a + b), and deviations decay with 1/τ = a + b. A trap known to be full at time zero is full at time s > 0 with probability F + (1 − F)exp(−s/τ). Since n is 0 or 1, the covariance is

⟨n(0)n(s)⟩ − F² = F[F + (1 − F)e^(−s/τ)] − F² = F(1 − F)e^(−s/τ).

The one-sided spectrum is four times the cosine transform over positive s. The integral needed is

∫₀^∞ e^(−s/τ) cos ωs ds = Re[1/(1/τ − iω)] = τ/(1 + ω²τ²),

which gives the result. ∎

**Lemma 3: the energy sum**

The integral of F(1 − F) over trap energy is kT.

Proof. In equilibrium F = 1/{1 + exp[(E − E_F)/kT]}. A degeneracy factor would only shift E, without effect for a uniform density. Differentiation gives

dF/dE = −F(1 − F)/kT.

Therefore ∫F(1 − F)dE = −kT∫dF = kT, as F falls from 1 to 0. ∎

Traps far below the Fermi level stay full and those far above stay empty; neither kind fluctuates appreciably. An oxide field shifts trap energies with depth, but this leaves the sum unchanged while the density remains uniform over the whole range of energies that the shift brings to the Fermi level. At fields of a few MV/cm and depths of 1 to 2 nm, that range is several tenths of an eV, much wider than kT.

**Lemma 4: the gate shift of one electron**

An electron trapped at depth x is compensated, to first order in the channel current, by raising the gate voltage by

δV(x) = q(1 − x/t)/(A Cox),

whatever its lateral position.

Proof. Average Poisson's equation over the gate area, with no lateral flux through the edges. The trapped charge −q becomes a sheet of density −q/A, and the averaged potential φ obeys, with z as the running depth,

ε φ″(z) = (q/A) δ(z − x).

Integrating twice from the channel to the gate gives

φ(t) = φ(0) + tφ′(0) + q(t − x)/(εA).

The gate must therefore rise by q(t − x)/(εA) if φ(0) and φ′(0) are to keep their former values. With ε = Cox t this is δV(x). In a laterally uniform channel the linearized equations for the average separate from those for the lateral variations. The average carrier density and sheet conductance are then unchanged to first order.

Local variations remain, and their effect on the current has to be found. Let σ be the uniform sheet conductance, u the potential in the channel plane and V_D the fixed drain voltage. The dissipated power is I V_D = ∫σ|∇u|² dA. Its first-order change is

V_D δI = ∫δσ |∇u|² dA + 2∫σ ∇u·∇δu dA.

The second term vanishes on integration by parts: the current is divergence-free, δu = 0 at the contacts, and no current crosses the sides. In the first term |∇u| = V_D/L is constant. Since I = σWV_D/L,

δI/I = (1/A)∫(δσ/σ) dA.

Only the area average of δσ counts, and the gate shift has made it zero. ∎

The factor 1 − x/t compares the trapped charge with an equal charge at the interface: the weight is full at the interface and falls to zero at the gate. If the channel screens strongly, as in strong inversion, this factor is also the fraction of the image charge that lies in the channel. In weak inversion that fraction is smaller, but the gate shift is the same to first order. There the poorly screened electron changes the channel potential next to the trap by more than kT/q, so assumption (a) is an approximation. It is a good one when most of the area integral comes from the weak, distant part of the perturbation.

The current fluctuation is thus −gm times the fluctuation of the sum of δV over occupied traps, where gm = dI/dVg, so

S_Id = gm² S_Vg.

In this model S_Vg does not depend on gate bias, provided Nt, λ and τ0 do not. The bias dependence of the current noise then lies in gm.

**Proof of the theorem**

The number of traps in dx dE is Nt A dx dE. Independent spectra add, so Lemmas 2 and 4 give

S_Vg = Nt A ∫dE ∫₀^d dx δV(x)² 4F(1 − F) τ/(1 + ω²τ²).

With a common τ0 the energy integral separates and equals kT. Inserting δV leaves one factor 1/A:

S_Vg = [q² kT Nt/(A Cox²)] J,

J = ∫₀^d (1 − x/t)² 4τ/(1 + ω²τ²) dx.

Consider first equal weights, with 1 − x/t replaced by 1. From τ = τ0 exp(x/λ) we have dx = λ dτ/τ, and

J₀ = 4λ ∫ dτ/(1 + ω²τ²) = (4λ/ω)[arctan(ωτ_max) − arctan(ωτ0)].

Inside the window the bracket tends to π/2. Then J₀ = 2πλ/ω = λ/f, which establishes C = 1.

For the true weight, put s = (x − x_f)/λ. The definition of x_f makes ωτ = e^s, hence

4τ dx/(1 + ω²τ²) = (4λ/ω) e^s ds/(1 + e^(2s)) = (2λ/ω) sech s ds.

The contribution peaks at x_f, where ωτ = 1, and falls off exponentially on both sides. Inside the window the limits of s may therefore be taken to infinity. The moments of sech s follow from

K(α) = ∫ e^(αs) sech s ds, |α| < 1.

Close the contour with the line displaced by iπ. There sech changes sign and the exponential gains e^(iπα), so the two lines together give (1 + e^(iπα))K. The end pieces vanish. The enclosed pole of 1/cosh s at iπ/2 has residue e^(iπα/2)/sinh(iπ/2) = e^(iπα/2)/i, so

(1 + e^(iπα))K = 2π e^(iπα/2),

K = π/cos(πα/2) = π(1 + π²α²/8 + …).

The coefficient of α² is half the integral of s² sech s. Thus the total weight is π, the mean of s is zero, and its mean square is π²/4. Writing

1 − x/t = (1 − x_f/t) − (λ/t)s

and averaging the square removes the cross term and leaves B. Finally J = (2λ/ω)πB = (λ/f)B. ∎

**Outside the frequency window**

The equal-weight formula for J₀ also covers frequencies beyond the window. For ωτ_max ≪ 1 both arctangents equal their arguments, and

J₀ → 4λ(τ_max − τ0).

The spectrum is flat, because even the slowest trap relaxes within one period. For ωτ0 ≫ 1, use arctan y ≈ π/2 − 1/y:

J₀ → (4λ/ω²)(1/τ0 − 1/τ_max).

The spectrum now falls as 1/f², because even the fastest trap cannot follow. The 1/f range therefore needs a wide spread of relaxation times, which tunnelling supplies over a small depth.

**How depth changes the capacitance and frequency laws**

If the small λ² term in B is dropped, the theorem becomes

S_Vg ≈ q² kT λ Nt (t − x_f)²/(ε² A f).

The capacitance that enters is ε/(t − x_f), between the gate and the active trap layer. The 1/Cox² law at fixed ε is the limit x_f ≪ t. The 1/A law does not need this limit, since no term of B contains the area.

Lower frequencies probe deeper traps, which have less effect on the channel. Since dx_f/d ln f = −λ,

d ln S_Vg/d ln f ≈ −1 + 2λ/(t − x_f).

The spectrum is slightly less steep than 1/f even though the traps are uniform.

Now let the capture rate, rather than the relaxation time, be independent of trap energy: a = exp(−x/λ)/τ0. Since F = aτ, we have τ = F τ0 exp(x/λ). With equal depth weights J₀ = λ/f still holds for each energy that matters, so the plain law is unchanged. The active depth becomes x_f − λ ln F. Its mean, weighted by F(1 − F)dE/kT = −dF, is

x_f − λ∫₀¹ ln F dF = x_f + λ.

To leading order in λ/t, the noise changes by the factor [(t − x_f − λ)/(t − x_f)]².

**Corollary: variation between devices**

Let the traps be placed at random with Poisson statistics, and define M = Nt kT A λ. With equal depth weights, the relative variance between devices of the spectral density at one frequency inside the window 1/τ_max ≪ ω ≪ 1/τ0 is 1/(3π²M).

Proof. Let v = q/(A Cox). The mean is v²M/f. The trap count in each small cell of depth and energy has a variance equal to its mean, and different cells are independent. The variance of S_Vg is therefore the trap density integrated with the square of the single-trap spectrum:

Var S = v⁴ Nt A ∫F²(1 − F)² dE ∫16τ²/(1 + ω²τ²)² dx.

The energy integral is kT∫₀¹F(1 − F)dF = kT/6. The depth integral is

16λ∫₀^∞ τ dτ/(1 + ω²τ²)² = 8λ/ω².

Hence Var S = 4Mv⁴/(3ω²) = Mv⁴/(3π²f²). Division by (v²M/f)² gives the result. ∎

This spread concerns the underlying spectrum of each device, not the extra scatter of a short measurement. At a given frequency the largest contribution from one trap has F = 1/2 and ωτ = 1. It equals v²/(2ω) = v²/(4πf), a fraction 1/(4πM) of the device average. When M is below 1/(4π) ≈ 0.08, one well-placed trap can exceed the average from all traps. The smooth law stops describing an individual device before that point: the corollary gives a relative spread of 41% at M = 0.2 and 65% at M = 1/(4π).

**Worked example**

Take round model parameters: W = 10 µm, L = 1 µm, t = 10 nm, relative permittivity 4, T = 300 K, Φ = 3 eV, m half the free-electron mass, Nt = 10¹⁷ cm⁻³ eV⁻¹, τ0 = 10⁻¹⁰ s and d = 2.5 nm. Then κ = 6.275 nm⁻¹ and

λ = 1/(2 × 6.275 nm⁻¹) = 0.0797 nm.

An independent calculation of the complex energy of a decaying trap state, at two depths, gives 0.0797 nm as well. The relaxation times reach 4.2 × 10³ s. The corner frequencies 1/(2πτ_max) = 3.8 × 10⁻⁵ Hz and 1/(2πτ0) = 1.6 × 10⁹ Hz lie far from the range of 1 to 1000 Hz considered here.

The gate shift of one interface electron is v = 4.524 µV. With A = 10⁻⁷ cm² and λ = 7.969 × 10⁻⁹ cm,

M = 10¹⁷ × 0.02585 × 10⁻⁷ × 7.969 × 10⁻⁹ = 2.06.

At 10 Hz the plain law gives

v²M/f = (4.524 × 10⁻⁶ V)² × 2.06/(10 Hz) = 4.22 × 10⁻¹² V²/Hz.

The active depth is x_f = 0.0797 nm × ln(1.592 × 10⁸) = 1.505 nm, so

B = (1 − 0.1505)² + 2.467 × (0.00797)² = 0.7217 + 0.0002 = 0.722.

The corrected noise is 3.04 × 10⁻¹² V²/Hz, or 1.74 µV/√Hz. A direct sum over trap energy and depth agrees to the printed digits. The plain law is 39% above the corrected value. Used to extract Nt from this noise, it would return a density 28% too low.

The active depth falls from 1.69 nm at 1 Hz to 1.14 nm at 1000 Hz. The logarithmic slope at 10 Hz is −1 + 2 × 0.0797/8.495 = −0.981, and differentiation of the direct sum gives the same value. Depth weighting is thus nearly invisible in the slope while it lowers the magnitude by 28%. An energy-independent capture rate changes the noise by a further factor 0.981, as the shift of the mean depth by λ predicts.

Halving the oxide thickness with all else fixed should reduce the noise by a factor 4 according to 1/Cox². The direct sum gives 5.90. The theorem accounts for this:

(8.495² + 0.0157)/(3.495² + 0.0157) = 5.90,

where 0.0157 nm² is π²λ²/4. In the thinner oxide the active layer lies a larger fraction of the way to the gate. At t = 5 nm the deepest traps are already as close to the gate as to the channel, but they lie about 1 nm, more than ten tunnelling lengths, beyond x_f and contribute negligibly at 10 Hz. In still thinner oxides assumption (b) fails. With equal barriers and the same τ0 on both sides, traps at distance x_f from the gate relax through it at the observed frequency. Such traps are present once t falls below d + x_f ≈ 4.0 nm, and as long as their layer stays separate from the one at x_f, they add noise that the theorem leaves out. When t approaches 2x_f ≈ 3 nm, the two active layers merge midway, and the traps that carry the noise exchange electrons with both sides.

Random trap sets test the average and the spread at 10 Hz. They include the depth weight, yet the corollary still applies. In the variable s, the mean is weighted by sech s and the variance by sech² s, both even in s, so terms linear in λ/t drop out. The weight then multiplies the mean and the standard deviation by the same factor (1 − x_f/t)², up to relative terms of order [λ/(t − x_f)]². The same factor cancels in the share of a single trap. For 2000 devices of 10 µm² the mean is 3.04 × 10⁻¹² V²/Hz, equal to the theorem's value within the sampling error of 0.128/√2000 ≈ 0.3% of that value, and the relative spread is 0.126 against 0.128 from the corollary. For 8000 devices of 2.5 µm² the mean is 1.22 × 10⁻¹¹ V²/Hz, four times larger as the 1/A law requires, and the spread is 0.256, in agreement with the corollary. In the smaller device M = 0.515, so one trap can contribute up to 1/(4π × 0.515) = 15% of the average noise at a given frequency. The numerical output lists these values with their inputs.

**Where the result fails**

A trap density that varies with depth breaks the shift symmetry. If it varies slowly over a distance λ, it adds approximately −λ d ln Nt/dx, taken at x_f, to the logarithmic slope. A density that curves appreciably within a few kT of the Fermi level changes the energy sum; a linear variation cancels at any one depth, because F(1 − F) is even about that level. An oxide field, however, moves the trap levels relative to the Fermi level in proportion to depth, by 0.45 eV or 17 kT at x_f = 1.5 nm for 3 MV/cm. A linear variation in energy then acts as a variation with depth, and it changes both the magnitude and the slope. At large drain bias, or when conduction follows a few narrow paths, |∇u|² is no longer uniform; lateral positions then carry unequal weights, and the 1/A law is not assured. If trapped charge also alters the mobility, the current noise acquires an amplitude that gm alone does not supply. An oxide field that lowers the barrier with depth makes λ grow with depth, and S_Vg then depends on gate bias. The worked example takes zero field; with its parameters and a linearly falling barrier in the WKB exponent, fields of 1, 3 and 5 MV/cm raise the noise at 10 Hz by about 2%, 7% and 14%. If τ0 varies from trap to trap, as lattice relaxation can cause, each group of traps has its own active depth, and the single x_f in B no longer applies. With equal depth weights, each group whose relaxation times extend well to both sides of 1/ω still gives a 1/f spectrum. A measured 1/f slope by itself therefore does not establish the whole model.

Computed results

```
gate width = 10.0 um, length = 1.0 um
oxide thickness = 10.0 nm, rel. permittivity = 4.0
temperature = 300 K, kT = 0.02585 eV
barrier = 3.0 eV, mass = 0.5 m_e
trap density = 1.0e+17 cm^-3 eV^-1
tau0 = 1.0e-10 s, deepest trap = 2.5 nm
kappa = 6.2746 nm^-1
tunnelling length lam = 0.07969 nm
lam from decay of trap state = 0.07971 nm
longest relaxation time = 4.218e+03 s
lower corner frequency = 3.774e-05 Hz
upper corner frequency = 1.592e+09 Hz
Cox = 3.5417 mF/m^2
gate shift per interface electron = 4.5238 uV
M = Nt kT A lam = 2.0601
f = 1 Hz: active depth = 1.6884 nm
  S_Vg plain law     = 4.2158e-11 V^2/Hz
  S_Vg depth law     = 2.9131e-11 V^2/Hz
  S_Vg direct sum    = 2.9130e-11 V^2/Hz
f = 10 Hz: active depth = 1.5049 nm
  S_Vg plain law     = 4.2158e-12 V^2/Hz
  S_Vg depth law     = 3.0431e-12 V^2/Hz
  S_Vg direct sum    = 3.0431e-12 V^2/Hz
f = 100 Hz: active depth = 1.3214 nm
  S_Vg plain law     = 4.2158e-13 V^2/Hz
  S_Vg depth law     = 3.1759e-13 V^2/Hz
  S_Vg direct sum    = 3.1759e-13 V^2/Hz
f = 1000 Hz: active depth = 1.1379 nm
  S_Vg plain law     = 4.2158e-14 V^2/Hz
  S_Vg depth law     = 3.3116e-14 V^2/Hz
  S_Vg direct sum    = 3.3116e-14 V^2/Hz
root S_Vg at 10 Hz, plain = 2.0532 uV/sqrt(Hz)
root S_Vg at 10 Hz, depth = 1.7444 uV/sqrt(Hz)
depth bracket at 10 Hz = 0.72182
log slope at 10 Hz: direct = -0.98124
log slope at 10 Hz: law = -0.98124
noise ratio, energy-dependent/common tau0 = 0.98140
noise ratio 10 nm/5 nm: plain = 4.0000, direct = 5.9014
area = 10.0 um^2, 2000 random devices, M = 2.0601
  mean S_Vg = 3.0371e-12 V^2/Hz, law = 3.0431e-12 V^2/Hz
  relative spread = 0.1261, law = 0.1280
area = 2.5 um^2, 8000 random devices, M = 0.5150
  mean S_Vg = 1.2217e-11 V^2/Hz, law = 1.2172e-11 V^2/Hz
  relative spread = 0.2564, law = 0.2561
```
